# Generalized oscillator strengths and mean excitation energy of a harmonically bound electron

## Problem

An electron of mass \(m\) is bound to a fixed centre by the isotropic potential \(m\omega^2r^2/2\) and is in its ground state. Level \(n\) lies \(E_n=n\hbar\omega\) above the ground state and is degenerate for \(n\ge1\). A fast charged particle transfers momentum \(\hbar\mathbf q\) to the electron. A free electron initially at rest would take up the recoil energy

\[
Q=\frac{\hbar^2q^2}{2m},\qquad\text{and we write}\qquad s=\frac{Q}{\hbar\omega}=\frac{\hbar q^2}{2m\omega}.
\]

The generalized oscillator strength (GOS) of level \(n\) is

\[
F_n(q)=\frac{E_n}{Q}\,P_n(q),\qquad
P_n(q)=\sum_{\text{states of level }n}\left|\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle\right|^2 .
\]

Its limit \(f_n=F_n(q\to0)\) is the dipole oscillator strength. The Bethe mean excitation energy \(I\) is defined by \(\ln I=\sum_n f_n\ln E_n\), where the energies are measured in a common unit.

1. Find \(F_n(q)\) for all \(n\ge1\), and its sum over \(n\).
2. Find \(I\).
3. Protons of 2 MeV enter silicon, as in deep implantation for power devices. Treat all 14 electrons of each atom as independent oscillators with \(\hbar\omega=170\) eV, and take \(5\times10^{22}\) atoms per cm³. Find the electronic stopping power, and how far it departs from Bethe's high-speed formula.

## First estimate by scaling

The oscillator has a single energy scale, \(\hbar\omega\), so \(I\) must be a pure number times \(\hbar\omega\). Scaling cannot supply that number.

A sudden kick shows where the GOS is concentrated. If the electron has momentum \(\mathbf p\) before the kick, its energy changes by

\[
\frac{(\mathbf p+\hbar\mathbf q)^2-\mathbf p^2}{2m}=Q+\frac{\hbar q\,p_z}{m},
\]

with \(z\) along \(\mathbf q\). In the ground state \(\langle p_z\rangle=0\). The kinetic energy along \(z\) is half of \(\hbar\omega/2\), so \(\langle p_z^2\rangle=m\hbar\omega/2\). The energy transfer therefore has mean \(Q\) and variance \((\hbar q/m)^2\,m\hbar\omega/2=Q\hbar\omega\). In units of \(\hbar\omega\), the number of quanta should be about \(s\), with a spread of about \(\sqrt s\).

For the stopping power, let a charge \(Z_1e\) pass at speed \(v\) and distance \(b\), and write \(C=e^2/4\pi\varepsilon_0\). The transverse impulse given to the electron is

\[
\Delta p=\int_{-\infty}^{\infty}\frac{Z_1C\,b\,dt}{(b^2+v^2t^2)^{3/2}}=\frac{2Z_1C}{bv}.
\]

The energy given is \(\Delta p^2/2m=2Z_1^2C^2/(mv^2b^2)\). With \(N_e\) electrons per volume, integration over rings of area \(2\pi b\,db\) gives

\[
S\approx N_e\,\frac{4\pi Z_1^2C^2}{mv^2}\,\ln\frac{b_{\max}}{b_{\min}} .
\]

The kick is sudden only if \(b/v\lesssim1/\omega\), so \(b_{\max}\sim v/\omega\). Quantum mechanics blurs distances below \(b_{\min}\sim\hbar/mv\). The logarithm is then \(\ln(mv^2/\hbar\omega)\), but each cutoff is uncertain by a factor of order one.

## Exact solution

### The oscillator strengths

The potential and the ground state are isotropic, and the sum runs over every state of a level. Hence \(P_n\) does not depend on the direction of \(\mathbf q\), and we may take \(\mathbf q\) along \(z\). The operator \(e^{iqz}\) leaves the \(x\) and \(y\) motions in their ground states, so each level contributes one state, the one with all \(n\) quanta along \(z\).

With \(z=\sqrt{\hbar/2m\omega}\,(a+a^\dagger)\) we have \(qz=\lambda X\), where \(X=a+a^\dagger\) and \(\lambda^2=\hbar q^2/2m\omega=s\). Since \([a,X]=1\), it follows that \([a,X^j]=jX^{j-1}\). Applied term by term to the exponential series, this gives

\[
a\,e^{i\lambda X}=e^{i\lambda X}(a+i\lambda).
\]

Let both sides act on \(|0\rangle\), where \(a|0\rangle=0\). The kicked state \(|\phi\rangle=e^{i\lambda X}|0\rangle\) obeys \(a|\phi\rangle=i\lambda|\phi\rangle\). Taking the product with \(\langle n|\), and using \(\langle n|a=\sqrt{n+1}\,\langle n+1|\), we find for the amplitudes \(A_n=\langle n|\phi\rangle\)

\[
\sqrt{n+1}\,A_{n+1}=i\lambda A_n
\quad\Rightarrow\quad
A_n=\frac{(i\lambda)^n}{\sqrt{n!}}\,A_0 .
\]

The operator \(e^{i\lambda X}\) is unitary, so \(1=\sum_n|A_n|^2=|A_0|^2e^{s}\). Therefore

\[
P_n=e^{-s}\frac{s^n}{n!},\qquad
F_n=\frac ns\,P_n=e^{-s}\frac{s^{n-1}}{(n-1)!}\quad(n\ge1).
\]

The excitation probabilities form a Poisson distribution in \(n\), and the oscillator strengths form one in \(n-1\). The sum rule follows from the exponential series:

\[
\sum_{n=1}^{\infty}F_n=e^{-s}\sum_{j=0}^{\infty}\frac{s^j}{j!}=1 .
\]

Multiplied by \(Q\), this states that \(\sum_nE_nP_n=Q\): the mean energy transfer is that of a free electron at rest, at every \(q\).

As an example take \(q=80\) nm⁻¹, for which \(Q=243.8\) eV and \(s=243.8/170=1.434\). Then \(F_1=e^{-s}=0.238\). Each further value follows from \(F_{n+1}=F_n\,s/n\): \(F_2=0.342\), \(F_3=0.245\), \(F_4=0.117\), \(F_5=0.042\) and \(F_6=0.012\). These six add up to 0.996; higher levels hold the rest.

### The mean excitation energy

As \(q\to0\), \(s\to0\), so \(F_1\to1\) and \(F_n\to0\) for \(n\ge2\). The dipole strengths are \(f_1=1\) and zero otherwise, so

\[
\ln I=\ln E_1,\qquad I=\hbar\omega .
\]

The limit \(q\to0\) matters. Define a logarithmic mean at finite \(q\) by

\[
\ln\frac{I_q}{\hbar\omega}=\sum_{n\ge1}F_n\ln n .
\]

Because \(\ln n\le n-1\), this sum is at most \(\sum_n(n-1)F_n=s\), so \(I_q\to\hbar\omega\) as \(q\to0\). To first order in \(s\) only \(n=2\) contributes, since the terms with \(n\ge3\) add at most

\[
\sum_{n\ge3}(n-1)F_n=s(1-e^{-s})\le s^2 .
\]

With \(F_2=se^{-s}\), the small-\(q\) law is \(\ln(I_q/\hbar\omega)=s\ln2+O(s^2)\). At \(q=80\) nm⁻¹ the full sum gives \(I_q=365\) eV, more than twice \(\hbar\omega\).

### The stopping power

A fast projectile can transfer a wide range of \(q\), not only small values, so it is not obvious that \(I=\hbar\omega\) governs its energy loss. We use the first Born approximation for a projectile of mass \(M\gg m\), with wave numbers \(K\) before and \(K'\) after the collision. The Fourier transform of its interaction with the electron is \(-4\pi Z_1C\,e^{i\mathbf q\cdot\mathbf r}/q^2\). Its interaction with the fixed centre cannot excite the electron, because the electronic states are orthogonal. Hence

\[
\frac{d\sigma_n}{d\Omega}=\left(\frac{M}{2\pi\hbar^2}\right)^2\frac{K'}{K}\,\frac{16\pi^2Z_1^2C^2}{q^4}\,P_n .
\]

From \(q^2=K^2+K'^2-2KK'\cos\theta\) we get \(d\Omega=2\pi q\,dq/(KK')\). With \(\hbar K=Mv\),

\[
d\sigma_n=\frac{8\pi Z_1^2C^2}{\hbar^2v^2}\,P_n\,\frac{dq}{q^3}.
\]

The stopping power is \(S=N_e\sum_nE_n\int d\sigma_n\). Substituting \(E_nP_n=QF_n=\hbar^2q^2F_n/2m\) gives

\[
S=N_e\,\frac{4\pi Z_1^2C^2}{mv^2}\,L,\qquad
L=\sum_{n\ge1}\int_{E_n/\hbar v}^{\infty}F_n(q)\,\frac{dq}{q}.
\]

The lower limit is the smallest possible transfer, \(K-K'\approx E_n/\hbar v\), valid when \(E_n\) is small compared with the projectile energy. The true upper limit is about \(2Mv/\hbar\). The integrals receive their weight from \(q\) up to about \(2mv/\hbar\), far below it, so infinity may be used.

Now set \(\xi=2mv^2/\hbar\omega\). Since \(dq/q=ds/2s\), and the lower limit becomes \(s=n^2/\xi\),

\[
L=\frac12\int_{1/\xi}^{\infty}\frac{e^{-s}}{s}\,ds+\frac12\sum_{k=1}^{\infty}\frac{R_k}{k},
\qquad
R_k=\int_{(k+1)^2/\xi}^{\infty}\frac{s^{k-1}e^{-s}}{(k-1)!}\,ds .
\]

The first term is \(n=1\); in the others \(k=n-1\), and \((n-1)!=k\,(k-1)!\) was used.

**High-speed limit.** Integrating the first term by parts, and using \(\int_0^\infty e^{-s}\ln s\,ds=-\gamma\) with Euler's constant \(\gamma\), we find that it approaches \(\tfrac12(\ln\xi-\gamma)\).

In the second term, \(R_k\) is the probability that a gamma-distributed variable of mean \(k\) and variance \(k\) exceeds \(t_k=(k+1)^2/\xi\). Fix \(0<\varepsilon<1\) and let \(\xi\ge1\).

- For \(k\le(1-\varepsilon)\xi\), \(t_k\le(1-\varepsilon)k+3\). Once \(k\ge6/\varepsilon\), the threshold lies at least \(\varepsilon k/2\) below the mean, and Chebyshev's inequality gives \(1-R_k\le4/(\varepsilon^2k)\). For each fixed \(k\), \(1-R_k\to0\). The terms \((1-R_k)/k\) are thus bounded by a summable series and vanish one by one, so their sum vanishes.
- For \(k\ge(1+\varepsilon)\xi\), the threshold lies at least \(\varepsilon k\) above the mean, so \(R_k\le1/(\varepsilon^2k)\). The sum of \(R_k/k\) over this range vanishes as \(\xi\to\infty\).
- Between the two ranges, \(R_k/k\) adds between zero and \(\ln[(1+\varepsilon)/(1-\varepsilon)]\) in the limit.

Since \(\varepsilon\) can be as small as we like, the sum behaves as \(\sum_{k\le\xi}1/k\), which approaches \(\ln\xi+\gamma\). The constants \(\gamma\) cancel:

\[
L-\ln\xi\to\tfrac12(\ln\xi-\gamma)+\tfrac12(\ln\xi+\gamma)-\ln\xi=0 .
\]

Bethe's formula is \(L=\ln(2mv^2/I)\), so the stopping power itself also gives \(I=\hbar\omega\). The equality for \(I\) is exact, whereas \(L=\ln\xi\) is a limit.

**Finite speed.** Numerical evaluation of the exponential integral and the incomplete gamma functions gives:

| \(\xi\) | \(L\) | \(\ln\xi\) | \(\xi(L-\ln\xi)\) |
|---:|---:|---:|---:|
| 10 | 1.898 | 2.303 | −4.04 |
| 100 | 4.574 | 4.605 | −3.14 |
| 1000 | 6.9047 | 6.9078 | −3.01 |

The last column suggests a leading correction of \(-3/\xi\); this is a numerical finding, not derived here. Since \(\langle v_e^2\rangle=3\hbar\omega/2m\) in the ground state, \(3/\xi\) equals \(\langle v_e^2\rangle/v^2\). It is a plausible conjecture that the correction comes from the electron's orbital motion.

### Protons in the silicon model

For 2 MeV protons \(v=1.957\times10^7\) m/s and \(2mv^2=4357\) eV, so \(\xi=4357/170=25.63\). The electron density is \(14\times50=700\) nm⁻³, and the prefactor \(4\pi C^2N_e/mv^2\) is 8.373 eV/nm. Bethe's formula and the full sum give

\[
S_{\text{Bethe}}=8.373\times3.244=27.2\ \text{eV/nm},\qquad
S=8.373\times3.095=25.9\ \text{eV/nm}.
\]

The full result is 4.6 % below Bethe's. In the first micrometre the proton loses about 26 keV, little more than 1 % of its energy, so holding its speed fixed is reasonable there.

Of \(L=3.095\), the one-quantum excitations supply 1.353 and the higher ones 1.742. More than half of the energy loss thus goes through transitions whose dipole strength is zero.

## Comparison

The scaling picture of the kick gives the correct mean and variance: the Poisson distribution \(P_n\) has both equal to \(s\). It misses the discreteness of the levels, which matters most at small \(s\), where the electron usually stays in its ground state and otherwise mostly takes one quantum. At large \(s\) the relative width falls as \(1/\sqrt s\), and the transfer concentrates around the free-electron value \(Q\).

For the stopping power, scaling gives the right prefactor and the logarithm \(\ln(\xi/2)=3.244-0.693=2.551\). The estimate is \(8.373\times2.551=21.4\) eV/nm, or 18 % below the full sum. In Bethe's formula this amounts to using \(I=2\hbar\omega\). A factor of two in the cutoffs shifts the result by \(8.373\times0.693=5.8\) eV/nm, which is why the number multiplying \(\hbar\omega\) has to be calculated.

Bethe's formula fails when \(\xi\) is not large. For \(\xi<1\) its logarithm is negative, whereas \(L\) is a sum of positive terms. The Born approximation sets a separate condition, \(Z_1C/\hbar v\ll1\); this ratio is 0.11 here.

**The real material.** The value 170 eV is roughly silicon's mean excitation energy, and the density is also a rough value. The tabulated stopping power is roughly 26 eV/nm, close to the model, but much of this agreement comes from choosing \(\hbar\omega\) to suit silicon. Real silicon breaks several assumptions of the model: its electrons are not bound harmonically, they are not independent, and they do not share one frequency. Only the last of these is tested here. Suppose instead that 2 electrons have 2000 eV, 8 have 268 eV and 4 have 20 eV. The first is near the K-shell binding energy, the last is near the valence plasmon energy, and the middle one keeps the geometric mean at 170 eV. At the same proton speed the three stopping numbers are 0.411, 2.533 and 5.370, so

\[
L=\frac{2(0.411)+8(2.533)+4(5.370)}{14}=3.04,\qquad S=25.5\ \text{eV/nm}.
\]

This is 1.8 % below the single-oscillator result, although Bethe's formula gives the same 27.2 eV/nm for both. The size of the shift depends on the energies chosen. A density-functional calculation for the silicon atom puts the mean excitation energy of the K shell near 3100 eV; with that value for the inner pair, and the geometric mean again held at 170 eV, the shift is only about 0.1 %. With 2000 eV for the inner pair and 30 eV for the outer four it is 0.8 %.

The sizes of some other neglected effects can be estimated. Relativity lowers \(v^2\) by 0.3 % at this energy. Bloch's correction for close collisions, taken here from his theory without derivation, lowers \(L\) by 0.5 %. The Barkas effect, which distinguishes positive from negative projectiles, has the expansion parameter \(Z_1C\omega/mv^3=0.009\); its numerical coefficient is not small. A classical oscillator treated to second order in the projectile's field, for impact parameters beyond a cutoff of \(\sqrt{\hbar/2m\omega}\) or \(\hbar/mv\), gives a coefficient of about 5 or 9. This raises \(L\) for protons by roughly 1.5 to 3 % before close collisions are counted, so it is the largest of the effects listed here. Energy given to recoiling nuclei has a prefactor smaller by \(14m/M_{\text{Si}}=2.7\times10^{-4}\), where \(M_{\text{Si}}\) is the mass of a silicon atom, before the different logarithms are included. The model also ignores the crystal lattice, so it does not describe protons channelled along open crystal directions.
